\section*{Lattice-gas double-layer capacitance: from camel to bell at packing one third}

\section{Result and conventions}

A flat electrode at $x=0$ faces an electrolyte filling $x>0$. No charge crosses the interface. The electrolyte contains cations and anions of charge $\pm1$, each with bulk density $c_0$. Space is divided into cells of volume $a^3$, and a cell holds one cation, one anion or nothing. The bulk packing fraction is
\begin{equation}
\gamma=2c_0a^3,\qquad 0<\gamma\le1,
\end{equation}
where $\gamma=1$ is understood as a limit. Ions feel one another through the mean electrostatic potential and through the exclusion of double occupancy. The relative permittivity $\varepsilon$ is uniform.

Atomic units are used in the algebra, and $T$ denotes the thermal energy. The electrode potential relative to the bulk is $\phi_0$, and $u=\phi_0/T$. Define
\begin{equation}
\kappa^2=\frac{8\pi c_0}{\varepsilon T},\qquad
C_D=\frac{\varepsilon\kappa}{4\pi},\qquad
G(u)=1+2\gamma\sinh^2\frac u2 .
\end{equation}
The differential capacitance per area, $C=d\sigma/d\phi_0$, is the Bikerman--Kornyshev expression
\begin{equation}
\boxed{\;C=C_D\,\frac{\cosh(u/2)}{G(u)}
\sqrt{\frac{2\gamma\sinh^2(u/2)}{\ln G(u)}}\;}
\label{main}
\end{equation}

For $|u|\gg1$ and $|u|\gg\ln(2/\gamma)$ it approaches
\begin{equation}
C\simeq\sqrt{\frac{\varepsilon}{8\pi a^3|\phi_0|}} .
\label{decay}
\end{equation}
For $\gamma<1/3$ the curve has a minimum at $\phi_0=0$ and one maximum on each side, the camel shape. For $\gamma\ge1/3$ it falls steadily on both sides of $\phi_0=0$, the bell shape.

\section{First case: ions without size}

Let $v(x)=\phi(x)/T$, with $v(0)=u$ and $v(\infty)=0$. Point ions follow the Boltzmann law $c_\pm=c_0e^{\mp v}$, so the charge density is $\rho=c_+-c_-=-2c_0\sinh v$. Poisson's equation, $\phi''=-4\pi\rho/\varepsilon$, becomes
\begin{equation}
v''=\kappa^2\sinh v .
\end{equation}
Multiply by $v'$ and integrate from the bulk, where $v=v'=0$:
\begin{equation}
\tfrac12v'^2=\kappa^2(\cosh v-1)=2\kappa^2\sinh^2\frac v2 .
\end{equation}
The potential decays into the electrolyte, so $v'$ has the sign opposite to $v$, and $v'=-2\kappa\sinh(v/2)$. Gauss's law at the electrode, whose interior has no field, gives
\begin{equation}
\sigma=\frac{\varepsilon E(0)}{4\pi}=-\frac{\varepsilon T}{4\pi}v'(0)
=2C_DT\sinh\frac u2 .
\end{equation}
Since $d/d\phi_0=T^{-1}d/du$,
\begin{equation}
C=C_D\cosh\frac u2 .
\label{gc}
\end{equation}
This Gouy--Chapman capacitance grows without limit. The fault lies in the density: at the wall the counter-ions would occupy a fraction $c_0a^3e^{|u|}=(\gamma/2)e^{|u|}$ of the cells, which exceeds one when $|u|>\ln(2/\gamma)$.

\section{Opposite case: a completely filled layer}

Suppose instead that counter-ions fill every cell up to a distance $d$ from the electrode, and that the electrolyte beyond is neutral. Take $\phi_0>0$. The electrode charge balances the layer, so $\sigma=d/a^3$. The field at $x$ is produced by the charge not yet screened there:
\begin{equation}
E(x)=\frac{4\pi(d-x)}{\varepsilon a^3},\qquad
\phi_0=\int_0^dE\,dx=\frac{2\pi d^2}{\varepsilon a^3}.
\label{filled}
\end{equation}
Therefore
\begin{equation}
C=\frac{d\sigma/dd}{d\phi_0/dd}
=\frac{1/a^3}{4\pi d/(\varepsilon a^3)}=\frac{\varepsilon}{4\pi d},
\qquad d=\sqrt{\frac{\varepsilon a^3\phi_0}{2\pi}} .
\end{equation}
Inserting $d$ gives Eq.~\eqref{decay}. Added counter-charge cannot enter the full cells and settles at the outer edge. The layer responds like a plate capacitor whose gap $d$ widens as $\sqrt{\phi_0}$.

A usable theory must join these two cases.

\section{Ions that exclude one another}

Consider $M$ cells at a common mean potential $\phi$, holding $N_+$ cations, $N_-$ anions and $N_0=M-N_+-N_-$ vacancies. The number of arrangements is
\begin{equation}
W=\frac{M!}{N_+!\,N_-!\,N_0!},\qquad
\ln W\simeq-\sum_{i=+,-,0}N_i\ln\frac{N_i}{M},
\end{equation}
by Stirling's formula for large $M$. Adding a cation removes a vacancy, so $\partial N_0/\partial N_+=-1$ and
\begin{equation}
\frac{\partial\ln W}{\partial N_+}
=-\ln\frac{N_+}{M}-1+\ln\frac{N_0}{M}+1=\ln\frac{N_0}{N_+}.
\end{equation}
The same holds for anions. With cell fractions $\theta_i=N_i/M$, the chemical potentials are
\begin{equation}
\mu_\pm=\pm\phi+T\ln\frac{\theta_\pm}{\theta_0}.
\end{equation}
In equilibrium they equal their bulk values, where $\phi=0$, $\theta_\pm=\gamma/2$ and $\theta_0=1-\gamma$. Hence
\begin{equation}
\theta_\pm=\theta_0\,\frac{\gamma/2}{1-\gamma}\,e^{\mp v}.
\end{equation}
The three fractions add to one:
\begin{equation}
\theta_0\left[1+\frac{\gamma\cosh v}{1-\gamma}\right]=1
\quad\Rightarrow\quad
\theta_0=\frac{1-\gamma}{1-\gamma+\gamma\cosh v}=\frac{1-\gamma}{G(v)} ,
\end{equation}
because $\cosh v-1=2\sinh^2(v/2)$. Since $c_\pm=\theta_\pm/a^3$ and $\gamma/(2a^3)=c_0$,
\begin{equation}
c_\pm=\frac{c_0e^{\mp v}}{G(v)} .
\label{dens}
\end{equation}
For $\gamma\to0$ at fixed $v$, $G\to1$ and the Boltzmann law returns. For $v\to+\infty$, $G\simeq(\gamma/2)e^v$ and $c_-\to1/a^3$, the filled layer. An explicit sum over the arrangements of 60 cells was also tested against these occupations.

\section{Charge and capacitance}

The charge density is now $\rho=-2c_0\sinh v/G(v)$, and Poisson's equation reads
\begin{equation}
v''=\kappa^2\frac{\sinh v}{G(v)} .
\end{equation}
From $G=1-\gamma+\gamma\cosh v$ follows $dG/dv=\gamma\sinh v$, so the right side is $(\kappa^2/\gamma)\,d\ln G/dv$. Multiplying by $v'$ and integrating from the bulk, where $\ln G=0$,
\begin{equation}
v'^2=\frac{2\kappa^2}{\gamma}\ln G(v).
\label{first}
\end{equation}

This is a balance of forces. With $E=-Tv'$ and the definitions of $\kappa$ and $\gamma$,
\begin{equation}
\frac{\varepsilon E^2}{8\pi}
=\frac{\varepsilon T^2}{8\pi}\,\frac{2}{\gamma}\,
\frac{8\pi c_0}{\varepsilon T}\ln G
=\frac{2c_0T}{\gamma}\ln G=\frac{T}{a^3}\ln G .
\end{equation}
The sum over states of one cell is $1+\gamma\cosh v/(1-\gamma)=1/\theta_0$, so the lattice-gas pressure is $-(T/a^3)\ln\theta_0$. Its excess over the bulk is $(T/a^3)\ln G$. The pull of the field thus balances the excess osmotic pressure.

As before, $v'$ is opposite in sign to $v$, and Gauss's law gives
\begin{equation}
\sigma=\operatorname{sgn}(u)\,C_DT\sqrt{\frac2\gamma\ln G(u)} .
\label{charge}
\end{equation}
For $u>0$, differentiation yields
\begin{equation}
C=\frac1T\frac{d\sigma}{du}
=C_D\sqrt{\frac2\gamma}\,\frac{1}{2\sqrt{\ln G}}\,\frac{\gamma\sinh u}{G}
=C_D\frac{\sinh u}{G\sqrt{(2/\gamma)\ln G}} .
\label{cs}
\end{equation}
Writing $\sinh u=2\sinh(u/2)\cosh(u/2)$ and moving $2\sinh(u/2)$ under the root gives Eq.~\eqref{main}. Since $\sigma$ is odd, $C$ is even, and the formula holds for both signs. When $\gamma\to0$ at fixed $u$, $\ln G\simeq2\gamma\sinh^2(u/2)$, the root tends to one, and Eq.~\eqref{gc} is recovered.

\section{Low potential: where the curvature changes sign}

Let $s=\sinh(u/2)$. Then $s^2=u^2/4+u^4/48+u^6/1440+\cdots$, and the expansion of the logarithm gives
\begin{align}
\left(\frac{\sigma}{C_DT}\right)^2
&=\frac2\gamma\ln(1+2\gamma s^2)
=4s^2-4\gamma s^4+\frac{16\gamma^2}{3}s^6+\cdots\nonumber\\
&=u^2+\frac{1-3\gamma}{12}u^4
+\left(\frac1{360}-\frac{\gamma}{24}+\frac{\gamma^2}{12}\right)u^6+\cdots .
\end{align}
Taking the root and differentiating,
\begin{equation}
\frac{\sigma}{C_DT}=u+\frac{1-3\gamma}{24}u^3+\cdots,\qquad
\frac{C}{C_D}=1+\frac{1-3\gamma}{8}u^2+\cdots .
\label{curv}
\end{equation}
The accumulation of counter-ions contributes $+u^2/8$, as in Gouy--Chapman theory. Crowding contributes $-3\gamma u^2/8$. They cancel at $\gamma=1/3$.

At that packing the $u^6$ coefficient is $1/360-1/72+1/108=-1/540$. The charge is then $u-u^5/1080+\cdots$, and
\begin{equation}
\frac{C}{C_D}=1-\frac{u^4}{216}+\cdots .
\end{equation}
The threshold curve is therefore a bell with a flattened top.

\section{The shape at all potentials}

The curvature at zero does not exclude further maxima elsewhere. To settle this, use $y=\ln G$ as the variable. It starts at zero and increases with $|u|$, so maxima in $y$ are maxima in $|u|$. From $\cosh u-1=(e^y-1)/\gamma$,
\begin{equation}
\sinh^2u=(\cosh u-1)(\cosh u+1)
=\frac{(e^y-1)(e^y-1+2\gamma)}{\gamma^2}.
\end{equation}
Insert this in the square of Eq.~\eqref{cs}, whose denominator is $e^{2y}(2y/\gamma)$, and put $q=e^{-y}$:
\begin{equation}
\left(\frac{C}{C_D}\right)^2=\frac{N(y)}{2\gamma y},\qquad
N=(1-q)\bigl[1-(1-2\gamma)q\bigr].
\label{cy}
\end{equation}
The derivative of $N/y$ is $h/y^2$, with $h=yN'-N$. Here $h(0)=0$ and $h'=yN''$. Expanding $N=1-2(1-\gamma)q+(1-2\gamma)q^2$ and using $dq/dy=-q$,
\begin{align}
N'&=2(1-\gamma)q-2(1-2\gamma)q^2,\\
N''&=2q\bigl[2(1-2\gamma)q-(1-\gamma)\bigr].
\end{align}

Take $\gamma\ge1/3$ and $y>0$, so that $0<q<1$. If $\gamma<1/2$, the bracket is smaller than $2(1-2\gamma)-(1-\gamma)=1-3\gamma\le0$. If $\gamma\ge1/2$, neither of its terms is positive and they do not vanish together. Thus $N''<0$, $h$ decreases from zero, and $C$ falls throughout.

For $\gamma<1/3$ the bracket decreases steadily with $y$, from $1-3\gamma>0$ to $-(1-\gamma)<0$. It changes sign once. Hence $h$ first rises from zero and then falls towards $-1$, since $yN'\to0$ and $N\to1$. It crosses zero once at positive $y$, and $C$ has one maximum on each side.

The dilute limit locates this peak. For $\gamma\to0$, $N\to(1-q)^2$, and $yN'=N$ becomes $2yq=1-q$, or $e^y=1+2y$. Its positive root is $y\approx1.26$. With $\cosh u\simeq e^{|u|}/2$,
\begin{equation}
|u_{\rm peak}|\simeq\ln\frac{2(e^y-1)}{\gamma}=\ln\frac{4y}{\gamma}
\approx\ln\frac{5}{\gamma}.
\end{equation}
Dilution moves the humps outward, but only logarithmically.

\section{High potential: recovering the filled layer}

When $\gamma e^{|u|}\gg1$,
\begin{equation}
y=\ln G\simeq|u|+\ln\frac\gamma2,\qquad N\simeq1,
\end{equation}
with corrections that are exponentially small in $|u|$. Equation~\eqref{cy} gives
\begin{equation}
C\simeq\frac{C_D}{\sqrt{2\gamma\,[\,|u|+\ln(\gamma/2)]}} .
\label{refined}
\end{equation}
If also $|u|\gg\ln(2/\gamma)$, the logarithm may be dropped. Since $C_D^2=\varepsilon c_0/(2\pi T)$,
\begin{equation}
C^2\simeq\frac{\varepsilon c_0}{2\pi T}\,
\frac{T}{4c_0a^3|\phi_0|}=\frac{\varepsilon}{8\pi a^3|\phi_0|},
\end{equation}
which is Eq.~\eqref{decay}. Both $T$ and $c_0$ have cancelled. In SI units the result is $C\simeq\sqrt{\varepsilon_0\varepsilon e/(2a^3|\phi_0|)}$.

The ratio of Eq.~\eqref{refined} to the limiting law is $[1+\ln(\gamma/2)/|u|]^{-1/2}$. The logarithm is negative, so the limit is approached from above, with a relative error that decays as $1/|u|$.

\section{Numbers for three packings}

Take the round model parameters $\varepsilon=80$, $a=8$~\AA\ and $T=0.025$~eV. For $\gamma=0.05$ the density of each ion is $0.05/(2\times8^3)=4.88\times10^{-5}$~\AA$^{-3}$, and the Debye length $1/\kappa$ is 10.6~\AA. At 0.10~V, $u=4$, and
\begin{align}
G&=1+0.1\sinh^2 2=2.315,\qquad \ln G=0.840,\\
\frac{C}{C_D}&=\frac{3.762}{2.315}\sqrt{\frac{1.315}{0.840}}=2.03 .
\end{align}
With $C_D=0.0416\ e/(\mathrm{V\,\AA^2})$ this gives $C=0.0845$ in the same unit. Point ions of the same bulk density would give $0.0416\times\cosh2=0.156$. They would need $0.025\,e^4\approx1.4$ ions per cell at the wall; exclusion reduces this to $1.365/2.315=0.59$.

The capacitances, in $e/(\mathrm{V\,\AA^2})$, are:
\begin{center}
\begin{tabular}{cccc}
$\phi_0$ (V) & $\gamma=0.05$ & $\gamma=1/3$ & $\gamma=0.8$\\
0 & 0.0416 & 0.1073 & 0.1662\\
0.05 & 0.0582 & 0.1024 & 0.1100\\
0.10 & 0.0845 & 0.0811 & 0.0740\\
0.20 & 0.0624 & 0.0527 & 0.0494\\
1.00 & 0.0218 & 0.0213 & 0.0210
\end{tabular}
\end{center}
The column for $\gamma=0.05$ is a camel. Its peak lies at $y=1.134$, which means $u=4.46$ and $\phi_0=4.46\times0.025=0.111$~V. The peak value is 0.0857, or 137~$\mu$F/cm$^2$, which is 2.06 times the value at zero. The other two columns are bells.

At zero potential the densest electrolyte has the largest capacitance, because $C_D\propto\sqrt{c_0}$. At 1~V the order is reversed and the spread is about 4\% of the smallest value. Equation~\eqref{refined} explains both features: $C_D/\sqrt\gamma$ is the same for all three, and the remaining logarithm makes $C$ slightly smaller at larger $\gamma$.

The filled-layer law gives 0.0208 at 1~V, or 33~$\mu$F/cm$^2$. For $\gamma=0.05$ the full result is still 5.0\% above it, as expected from $(1-3.69/40)^{-1/2}=1.050$. The ideal layer is 21.3~\AA\ thick. The corresponding length $\sigma a^3$ from Poisson's equation is 20.3~\AA, smaller by the factor $\sqrt{y/|u|}=0.95$ that follows from Eq.~\eqref{charge}.

Poisson's equation was also integrated numerically for all three packings, and the accumulated charge was differenced with respect to potential. At eight potentials from 0 to 10~V the result differs from Eq.~\eqref{main} by at most $1.7\times10^{-6}$ of the formula's value. Between 5 and 10~V the logarithmic slope for $\gamma=0.05$ is $-0.507$, close to $-1/2$. These two potentials probe the mathematics of the limit; they do not describe a stable electrolyte. The tabulated values also strain the assumption of a constant permittivity. For $\gamma=0.05$ the field at the wall is $1.6\times10^{8}$~V/m at the peak and $9\times10^{8}$~V/m at 1~V, where the electrode charge is 63~$\mu$C/cm$^2$. In fields of this size a solvent such as water loses a substantial part of its permittivity, which lowers the capacitance. The numbers therefore belong to the model with $\varepsilon=80$ held fixed, not to an aqueous interface. The remaining values are in the numerical output below.

\section{A compact layer, and the limits of the model}

Real ions cannot bring their centres up to the metal surface. A simple description places a constant capacitance $C_H$ in series, so that the total potential $\Phi$ and capacitance are
\begin{equation}
\Phi=\phi_0+\frac{\sigma}{C_H},\qquad
\frac1{C_{\rm tot}}=\frac{d\Phi}{d\sigma}=\frac1C+\frac1{C_H}.
\end{equation}
$\Phi$ increases with $\phi_0$, and $C_{\rm tot}$ increases with $C$. The number of maxima and the threshold $1/3$ are therefore unchanged, although the humps are lower and displaced. At high potential $\sigma\propto\sqrt{\phi_0}$, so $\Phi/\phi_0\to1$, while $C\to0$ makes $C_{\rm tot}/C\to1$. The decay law survives. To see how it is approached, put $\psi=|\phi_0|-T\ln(2/\gamma)$ and $A^2=\varepsilon/(8\pi a^3)=C_D^2T/(2\gamma)$. When $\gamma e^{|u|}\gg1$, Eqs.~\eqref{refined} and \eqref{charge} give $C\simeq A/\sqrt\psi$ and $|\sigma|\simeq2A\sqrt\psi$, so
\begin{equation}
\left(\frac{A}{C_{\rm tot}}\right)^2\simeq\left(\sqrt\psi+\frac{A}{C_H}\right)^2
=\psi+\frac{|\sigma|}{C_H}+\frac{A^2}{C_H^2}
=|\Phi|-T\ln\frac2\gamma+\frac{A^2}{C_H^2}.
\end{equation}
The deviation from $A/\sqrt{|\Phi|}$, relative to that value, still decays as $1/|\Phi|$. The compact layer shifts the potential in the direction opposite to the logarithm, and it delays the approach to the law only when $A^2/C_H^2$ exceeds $2T\ln(2/\gamma)$. The delay can be large. With the parameters above $A=33~\mu\mathrm{F\,cm^{-2}\,V^{1/2}}$, so $C_H=20~\mu$F/cm$^2$ gives $A^2/C_H^2=2.8$~V. For $\gamma=0.05$, $C_{\rm tot}$ at $|\Phi|=1$~V is then only about half of $A/\sqrt{|\Phi|}$, the hump rises 13\% above the value at zero, and $\phi_0=1$~V requires $\Phi=4.2$~V.

The value $1/3$ belongs to equal cells with the mixing entropy used here. Ions of unequal size destroy the symmetry between the two signs of potential, and a different packing entropy changes the crowding term in Eq.~\eqref{curv}. Correlations between ions, specific adsorption and a field-dependent permittivity are also absent.

The continuum description has its own limit. For $\gamma=1/3$ and $0.8$ the Debye lengths are 4.1 and 2.7~\AA, shorter than the 8~\AA\ cell, and the filled layer at 1~V is fewer than three cells thick. Even for $\gamma=0.05$ the Debye length is only 1.3 cells, and at the peak the length $\sigma a^3$ is 3.6~\AA, less than half a cell. In these cases the formulas solve the stated mean-field model, but the model cannot resolve the arrangement of individual ion layers, and its capacitances illustrate the effect of crowding rather than predict measured values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
relative permittivity: 80 (no unit)
cell edge a: 8.0 angstrom
thermal energy T: 0.025 eV
1 e/(V A^2) = 1602.2 microfarad/cm^2
packing fraction g = 0.0500 (no unit)
  density of each ion: 4.8828e-05 per A^3
  Debye length: 10.639 angstrom
  C at 0 V: 0.04156 e/(V A^2) = 66.6 microfarad/cm^2
  C at 0.05 V: 0.05822 e/(V A^2)
  C at 0.10 V: 0.08452 e/(V A^2)
  C at 0.20 V: 0.06240 e/(V A^2)
  C at 0.50 V: 0.03254 e/(V A^2)
  C at 1.00 V: 0.02181 e/(V A^2)
  counter-ion cell occupation at wall, 0.10 V: 0.5895
  C / filled-layer law at 0.5, 1, 10 V: 1.1073, 1.0496, 1.0046
  log-log slope of C from 5 to 10 V: -0.5067
packing fraction g = 0.3333 (no unit)
  density of each ion: 3.2552e-04 per A^3
  Debye length: 4.120 angstrom
  C at 0 V: 0.10730 e/(V A^2) = 171.9 microfarad/cm^2
  C at 0.05 V: 0.10238 e/(V A^2)
  C at 0.10 V: 0.08105 e/(V A^2)
  C at 0.20 V: 0.05267 e/(V A^2)
  C at 0.50 V: 0.03080 e/(V A^2)
  C at 1.00 V: 0.02126 e/(V A^2)
  counter-ion cell occupation at wall, 0.10 V: 0.9314
  C / filled-layer law at 0.5, 1, 10 V: 1.0480, 1.0232, 1.0022
  log-log slope of C from 5 to 10 V: -0.5033
packing fraction g = 0.8000 (no unit)
  density of each ion: 7.8125e-04 per A^3
  Debye length: 2.660 angstrom
  C at 0 V: 0.16623 e/(V A^2) = 266.3 microfarad/cm^2
  C at 0.05 V: 0.11000 e/(V A^2)
  C at 0.10 V: 0.07399 e/(V A^2)
  C at 0.20 V: 0.04937 e/(V A^2)
  C at 0.50 V: 0.03008 e/(V A^2)
  C at 1.00 V: 0.02102 e/(V A^2)
  counter-ion cell occupation at wall, 0.10 V: 0.9906
  C / filled-layer law at 0.5, 1, 10 V: 1.0237, 1.0117, 1.0011
  log-log slope of C from 5 to 10 V: -0.5017
largest relative error, formula vs Poisson: 1.7e-06
threshold packing fraction: 1/3 (no unit)
u^4 coefficient of C/C_D at threshold: -1/216
camel peak, g = 0.05: y = 1.1343, u = 4.4583 (no unit)
  peak potential: 0.1115 V
  peak C: 0.08566 e/(V A^2) = 137.2 microfarad/cm^2
  peak C / C at 0 V: 2.0613
point ions, g = 0.05 density, C at 0.10 V: 0.15635 e/(V A^2)
filled-layer law at 1 V: 0.02078 e/(V A^2) = 33.3 microfarad/cm^2
filled-layer thickness at 1 V: 21.28 angstrom
charge times a^3 at 1 V, g = 0.05, from Poisson: 20.27 angstrom
\end{verbatim}
